# Comment on an exponential law for loss by backscattering: verification in Python

```python
"""Result under test: with incoherent backscattering at rate h (per mm), equal in
both directions, and no other loss, a guide of length L (mm) transmits
T = 1/(1 + h L) and reflects R = h L/(1 + h L); exp(-h L) is only the share
that was never turned back.
Also tested: the effect of another loss rate a (per mm), and the limits of the
law when the scattered waves interfere. s = h L is the scaled length.
Powers are fractions of the input power."""
import numpy as np
from scipy.linalg import expm

rng = np.random.default_rng(12345)
DB = 10 / np.log(10)


def t_law(h, length):
    return 1 / (1 + h * length)


def t_lossy(h, a, length):
    k = np.sqrt(a * (a + 2 * h))
    return k / (k * np.cosh(k * length) + (a + h) * np.sinh(k * length))


def solve_boundary(h, a, length):
    """Solve the two power equations with unit input at the left end only."""
    m = expm(np.array([[-(a + h), h], [-h, a + h]]) * length)
    refl = -m[1, 0] / m[1, 1]
    return m[0, 0] + m[0, 1] * refl, refl


def photon_walk(h, a, length, count):
    """Photons reverse at random points; loss enters as a path-length weight."""
    z = np.zeros(count)
    path = np.zeros(count)
    by_turns = []
    t_weighted = r_total = mid_fwd = mid_back = 0.0
    mid = length / 2
    turns = 0
    while z.size:
        forward = turns % 2 == 0
        step = rng.exponential(1 / h, z.size)
        target = z + step if forward else z - step
        end = np.clip(target, 0, length)
        path = path + np.abs(end - z)
        if forward:
            mid_fwd += np.sum((z < mid) & (end >= mid)) / count
            out = target >= length
            by_turns.append(out.sum() / count)
            t_weighted += np.exp(-a * path[out]).sum() / count
        else:
            mid_back += np.sum((z > mid) & (end <= mid)) / count
            out = target <= 0
            r_total += out.sum() / count
        z, path = end[~out], path[~out]
        turns += 1
    return np.array(by_turns), r_total, t_weighted, mid_fwd, mid_back


def join(first, second):
    """Add the powers of all bounces between two lossless pieces."""
    t1, t2 = first, second
    r1, r2 = 1 - t1, 1 - t2
    return sum(t1 * t2 * (r1 * r2) ** n for n in range(400))


def coherent_chain(phase_source, slices, reflectance, samples):
    """Add weak scatterers one by one with complex amplitudes, single mode."""
    rho = np.sqrt(reflectance)
    trans = np.ones(samples)
    back = np.zeros(samples, complex)
    history = [(1.0, 1.0, 0.0)]
    for j in range(slices):
        back = back * np.exp(1j * phase_source(j))
        denom = 1 - rho * back
        trans = trans * (1 - reflectance) / np.abs(denom) ** 2
        back = -rho + (1 - reflectance) * back / denom
        history.append((trans.mean(), (trans**2).mean(), np.log(trans).mean()))
    return np.array(history), trans, back


def multimode_transmission(modes, slices, reflectance, samples):
    """Coherent reciprocal guide with complete random mode mixing."""
    rho = np.sqrt(reflectance)
    eye = np.eye(modes)
    t = np.tile(eye.astype(complex), (samples, 1, 1))
    back = np.zeros_like(t)
    for _ in range(slices):
        g = rng.normal(size=t.shape) + 1j * rng.normal(size=t.shape)
        q, upper = np.linalg.qr(g)
        diag = np.einsum('nii->ni', upper)
        u = q * (diag / np.abs(diag))[:, None, :]
        t = u @ t
        back = u @ back @ np.swapaxes(u, 1, 2)
        inv = np.linalg.inv(eye - rho * back)
        t = np.sqrt(1 - reflectance) * inv @ t
        back = -rho * eye + (1 - reflectance) * inv @ back
    return np.sum(np.abs(t) ** 2, axis=(1, 2)).mean() / modes


# Rough round parameters: slow-light silicon photonic-crystal waveguide
h, L, a = 1.0, 1.0, 0.2          # per mm, mm, per mm
wavelength, group_index = 1550.0, 30.0  # nm, dimensionless
s = h * L

# Incoherent light: random walk and boundary problem against the formulas
share, r_walk, t_loss_walk, fwd_mid, back_mid = photon_walk(h, a, L, 400000)
t_walk = share.sum()
two_turns = np.exp(-s) * (s / 2 - (1 - np.exp(-2 * s)) / 4)
assert abs(t_walk - t_law(h, L)) < 0.004
assert abs(r_walk - s / (1 + s)) < 0.004
assert abs(share[0] - np.exp(-s)) < 0.004
assert abs(share[1] - two_turns) < 0.003
p_fwd = (1 + h * L / 2) / (1 + s)
p_back = (h * L / 2) / (1 + s)
assert abs(fwd_mid - p_fwd) < 0.008
assert abs(back_mid - p_back) < 0.008
assert abs(t_loss_walk - t_lossy(h, a, L)) < 0.004
long_walk = photon_walk(h, 0.0, 4.0, 200000)[0].sum()
assert abs(long_walk - t_law(h, 4.0)) < 0.005
for length in (0.25, 1.0, 4.0):
    t_num, r_num = solve_boundary(h, 0.0, length)
    assert abs(t_num - t_law(h, length)) < 1e-10
    assert abs(r_num - h * length / (1 + h * length)) < 1e-10
    assert abs(solve_boundary(h, a, length)[0] - t_lossy(h, a, length)) < 1e-10

# Local cut-back slope, joining of pieces, and the long lossy guide
d = 1e-4
slope_num = -DB * (np.log(solve_boundary(h, 0, L + d)[0])
                   - np.log(solve_boundary(h, 0, L - d)[0])) / (2 * d)
assert abs(slope_num - DB * h / (1 + s)) < 1e-5
joined = join(t_law(h, 0.4), t_law(h, 0.6))
assert abs(joined - t_law(h, 1.0)) < 1e-12
k_long = np.sqrt(a * (a + 2 * h))
k_num = np.log(solve_boundary(h, a, 10)[0] / solve_boundary(h, a, 12)[0]) / 2
assert abs(k_num - k_long) < 1e-4

# Coherent single-mode guides with random phases; one slice is 0.01 in s
slices, samples, ds = 400, 20000, 0.01
refl_slice = 1 - np.exp(-ds)
hist, trans_end, back_end = coherent_chain(
    lambda j: rng.uniform(0, 2 * np.pi, samples), slices, refl_slice, samples)
mean_t, mean_t2, mean_ln = hist.T
assert np.max(np.abs(trans_end + np.abs(back_end) ** 2 - 1)) < 1e-8
assert abs(mean_ln[100] + 1) < 0.05 and abs(mean_ln[400] + 4) < 0.12
area = ds * (mean_t2[:101].sum() - (mean_t2[0] + mean_t2[100]) / 2)
assert abs(mean_t[100] - (1 - area)) < 0.012
for i in (50, 100, 200, 400):
    assert np.exp(-i * ds) < mean_t[i] < 1 / (1 + i * ds)
spread = np.sqrt(mean_t2[100] - mean_t[100] ** 2)

# One frozen guide, swept over a very wide range of propagation constants
gaps = rng.uniform(0.5, 1.5, slices)
sweep = rng.uniform(0, 1e5, samples)
swept = coherent_chain(lambda j: 2 * sweep * gaps[j],
                       slices, refl_slice, samples)[0][-1, 0]
assert abs(swept - mean_t[400]) < 0.012
assert t_law(h, 4.0) - swept > 0.05

# Many mixed modes bring the mode-averaged transmission near the law
modes = 16
odds = 4.0 / 200
t_many = multimode_transmission(modes, 200, odds / (1 + odds), 40)
assert abs(t_many - t_law(h, 4.0)) < 0.03
assert abs(t_many - t_law(h, 4.0)) < 0.5 * abs(mean_t[400] - t_law(h, 4.0))

# Sizes of further neglected effects, from rough values
end_refl = 0.05
t_ends = 1 / (1 + s + 2 * end_refl / (1 - end_refl))
t_end = 1 - end_refl
assert abs(join(join(t_end, t_law(h, L)), t_end) - t_ends) < 1e-12
x = np.linspace(-0.1, 0.1, 2001)
t_disp = np.mean(t_law(h * (1 + x) ** 2, L))
fringe = wavelength**2 / (2 * group_index * L * 1e6)
n_si, dn_dt = 3.48, 1.8e-4
thermal = wavelength * dn_dt / n_si
tpa, power, mode_area = 7e-12, 1e-4, 2e-13  # m/W, W, m^2
a_tpa = tpa * power / mode_area * (group_index / n_si) ** 2 / 1000

print(f"Backscatter rate h = {h:.2f} per mm; length L = {L:.2f} mm")
print(f"Wavelength = {wavelength:.0f} nm; group index = {group_index:.0f}")
print(f"Law: T = {t_law(h, L):.4f}, R = {s/(1+s):.4f}")
print(f"Photon walk: T = {t_walk:.4f}, R = {r_walk:.4f}")
print(f"Never turned back: formula {np.exp(-s):.4f}, walk {share[0]:.4f}")
print(f"Turned twice: formula {two_turns:.4f}, walk {share[1]:.4f}")
print(f"Four or more turns: {t_law(h, L)-np.exp(-s)-two_turns:.4f}")
print(f"Forward power at L/2: formula {p_fwd:.4f}, walk {fwd_mid:.4f}")
print(f"Backward power at L/2: formula {p_back:.4f}, walk {back_mid:.4f}")
print("Transmission by length (fractions of input):")
print("L/mm   law     exp(-hL)  with loss a  coherent mean")
for length in (0.25, 0.5, 1.0, 2.0, 4.0):
    i = round(h * length / ds)
    print(f"{length:4.2f}  {t_law(h, length):.4f}   {np.exp(-h*length):.4f}"
          f"    {t_lossy(h, a, length):.4f}       {mean_t[i]:.3f}")
print("Attenuation in dB: L/mm, law, exponential, law's local slope in dB/mm")
for length in (0.25, 0.5, 1.0, 2.0, 4.0):
    print(f"{length:4.2f}  {-DB*np.log(t_law(h, length)):.3f}  "
          f"{DB*h*length:.3f}  {DB*h/(1+h*length):.3f}")
print(f"Initial slope of the law = {DB*h:.3f} dB/mm")
print(f"Pieces 0.4 mm and 0.6 mm: T = {t_law(h, .4):.4f}, {t_law(h, .6):.4f}")
print(f"Joined with bounces = {joined:.4f}; plain product = "
      f"{t_law(h, .4)*t_law(h, .6):.4f}")
print(f"Out-of-plane loss a = {a:.2f} per mm")
print(f"T with this loss at L: formula {t_lossy(h, a, L):.4f}, "
      f"walk {t_loss_walk:.4f}")
print(f"Long-guide decay rate k = {k_long:.4f} per mm; a+h = {a+h:.4f} per mm")
print(f"Coherent single mode at L: mean T = {mean_t[100]:.3f}, "
      f"standard deviation = {spread:.3f}")
print(f"Coherent mean of ln T: {mean_ln[100]:.2f} at hL=1, "
      f"{mean_ln[400]:.2f} at hL=4")
print(f"1 minus integral of mean T^2 up to hL=1 = {1-area:.3f}")
print(f"Frozen guide, wide sweep, hL=4: mean T = {swept:.3f}")
print(f"Coherent guide with {modes} mixed modes, hL=4: mean T = {t_many:.3f}")
print(f"End reflectance {end_refl:.2f} at each end: T = {t_ends:.4f}")
print(f"Group index swept by +/-10 percent, h as its square: T = {t_disp:.4f}")
print(f"Fringe spacing = {fringe:.4f} nm; thermal shift = {thermal:.3f} nm/K")
print(f"Silicon index = {n_si:.2f}; index change = {dn_dt:.1e} per K")
print(f"Two-photon inputs: {tpa:.1e} m/W, {power*1e3:.1f} mW, "
      f"{mode_area*1e12:.1f} um^2")
print(f"Two-photon loss rate = {a_tpa:.1e} per mm")
print("success")
```

Printed output:

```
Backscatter rate h = 1.00 per mm; length L = 1.00 mm
Wavelength = 1550 nm; group index = 30
Law: T = 0.5000, R = 0.5000
Photon walk: T = 0.4991, R = 0.5009
Never turned back: formula 0.3679, walk 0.3669
Turned twice: formula 0.1044, walk 0.1046
Four or more turns: 0.0277
Forward power at L/2: formula 0.7500, walk 0.7496
Backward power at L/2: formula 0.2500, walk 0.2505
Transmission by length (fractions of input):
L/mm   law     exp(-hL)  with loss a  coherent mean
0.25  0.8000   0.7788    0.7604       0.796
0.50  0.6667   0.6065    0.6000       0.657
1.00  0.5000   0.3679    0.3971       0.469
2.00  0.3333   0.1353    0.1928       0.262
4.00  0.2000   0.0183    0.0502       0.101
Attenuation in dB: L/mm, law, exponential, law's local slope in dB/mm
0.25  0.969  1.086  3.474
0.50  1.761  2.171  2.895
1.00  3.010  4.343  2.171
2.00  4.771  8.686  1.448
4.00  6.990  17.372  0.869
Initial slope of the law = 4.343 dB/mm
Pieces 0.4 mm and 0.6 mm: T = 0.7143, 0.6250
Joined with bounces = 0.5000; plain product = 0.4464
Out-of-plane loss a = 0.20 per mm
T with this loss at L: formula 0.3971, walk 0.3964
Long-guide decay rate k = 0.6633 per mm; a+h = 1.2000 per mm
Coherent single mode at L: mean T = 0.469, standard deviation = 0.270
Coherent mean of ln T: -1.00 at hL=1, -4.02 at hL=4
1 minus integral of mean T^2 up to hL=1 = 0.470
Frozen guide, wide sweep, hL=4: mean T = 0.102
Coherent guide with 16 mixed modes, hL=4: mean T = 0.190
End reflectance 0.05 at each end: T = 0.4750
Group index swept by +/-10 percent, h as its square: T = 0.5008
Fringe spacing = 0.0400 nm; thermal shift = 0.080 nm/K
Silicon index = 3.48; index change = 1.8e-04 per K
Two-photon inputs: 7.0e-12 m/W, 0.1 mW, 0.2 um^2
Two-photon loss rate = 2.6e-04 per mm
success
```
